Thermal and quantum escape from a Josephson washboard near critical current

**Definitions and conventions**

A Josephson junction with critical current Ic and capacitance C carries a fixed bias current I. Let φ be the phase difference, i = I/Ic, and e > 0 the elementary charge. The voltage is ħφ̇/(2e), so current conservation without friction reads

C(ħ/2e)φ̈ + Ic sin φ = I.

Multiplication by ħ/2e turns this into Mφ̈ = −dU/dφ, with

M = C(ħ/2e)², E_J = ħIc/(2e),
U(φ) = −E_J(cos φ + iφ).

The phase behaves as a particle of "mass" M in a tilted washboard. While it sits in a well the mean voltage is zero; once it escapes it runs downhill and a voltage appears.

The barrier height is ΔU, and ω_p is the angular frequency of small oscillations in the well at the actual bias, not at zero bias. The temperature is T, Boltzmann's constant is k, and Γ is the escape rate. The regime is 0 < 1−i ≪ 1 with ΔU well above ħω_p. Friction is taken to be too weak to change the motion, yet sufficient to keep the well in thermal equilibrium. These two demands pull in opposite directions; the range of damping they allow is given at the end.

**Back-of-envelope argument**

Replace the barrier by an inverted parabola whose curvature equals that of the well:

V = ΔU − ½Mω_p²y².

It falls to zero at y = ±d, where d = √(2ΔU/M)/ω_p. The tunnelling probability is about exp(−S/ħ), where S is twice the integral of the imaginary momentum √(2MV):

S = 2√(2MΔU) ∫₋d^d √(1−y²/d²) dy
 = 2√(2MΔU)·(πd/2)
 = 2πΔU/ω_p.

The thermal factor is exp(−ΔU/kT). The two exponents are equal when

kT = ħω_p/(2π).

The height has cancelled: a higher barrier suppresses both processes in proportion. This estimate gives the tunnelling coefficient as 2π ≈ 6.3. The real potential does not meet the well at a sharp corner, so the coefficient must be recalculated, and it must then be asked whether the temperature survives.

**The cubic barrier**

Near critical bias the minimum and the maximum both lie close to φ = π/2. Put φ = π/2 + x. Since cos φ = −sin x and sin x ≈ x − x³/6, dropping a constant gives

U ≈ E_J[(1−i)x − x³/6].

The derivative vanishes at x = ±a, with a = √(2(1−i)). The second derivative is −E_Jx, so x = −a is the minimum and x = +a the maximum. Using 1−i = a²/2, the bracket equals −a³/3 at the minimum and +a³/3 at the maximum. Hence

ΔU = (2/3)E_Ja³ = (4√2/3)E_J(1−i)^(3/2).

The curvature at the minimum is E_Ja = Mω_p². With ω₀² = E_J/M = 2eIc/(ħC), the zero-bias value,

ω_p = ω₀√a = ω₀[2(1−i)]^(1/4).

The curvature at the maximum has the same magnitude. This also holds for the full cosine: its extrema satisfy sin φ = i, where U″ = E_J cos φ = ±E_J√(1−i²).

Now measure position from the minimum, x = −a + q, and energy from its bottom. The linear terms cancel:

V = E_J[a²q/2 − (q³ − 3aq² + 3a²q)/6]
 = E_J[aq²/2 − q³/6]
 = ½Mω_p²q²(1 − q/q₀), q₀ = 3a.

The barrier top is at q = 2q₀/3, and the particle emerges at q₀ if its energy is zero. Inserting the top position gives

ΔU = ½Mω_p²(4q₀²/9)(1/3) = (2/27)Mω_p²q₀².

The first neglected term, x⁵/120, is x²/20 of the cubic term. At the exit, x = 2a, this fraction is 0.4(1−i), which is small near critical bias.

**The tunnelling exponent**

At zero classical energy the exponent is B/ħ, with

B = 2∫₀^q₀ √(2MV) dq
 = 2Mω_p ∫₀^q₀ q√(1−q/q₀) dq.

Set u = 1−q/q₀. The integral becomes q₀²∫₀¹(1−u)√u du = q₀²(2/3 − 2/5) = 4q₀²/15. Since Mω_p²q₀² = 27ΔU/2,

B = (8/15)Mω_pq₀² = (8/15)(27/2)ΔU/ω_p,

**B/ħ = (36/5)ΔU/(ħω_p) = 7.2 ΔU/(ħω_p).**

The ground state lies at ħω_p/2, not at zero. To see where this energy enters, write the wavefunction under the barrier as ψ = exp(−S₀/ħ − S₁) and treat ħω_p/2 as first order in ħ. The Schrödinger equation at the two leading orders gives

S₀′ = p = √(2MV),
2pS₁′ = p′ − Mω_p.

The second equation integrates to S₁ = ½ ln p − (Mω_p/2)∫dq/p. Therefore, with a small lower limit ε and a constant N,

|ψ|² = (N/p) exp[−2S₀/ħ + Mω_p∫_ε^q dq′/p].

For q ≪ q₀ we have p ≈ Mω_pq and S₀ ≈ Mω_pq²/2. The last integral is then ln(q/ε), and

|ψ|² ≈ [N/(Mω_pε)] exp(−Mω_pq²/ħ).

This must agree with the normalized oscillator ground state, √(Mω_p/πħ) exp(−Mω_pq²/ħ), in the range √(ħ/Mω_p) ≪ q ≪ [ħq₀/(Mω_p)]^(1/3). The upper limit is stricter than q ≪ q₀, because the dropped cubic part of 2S₀/ħ, of size Mω_pq³/(3ħq₀), must itself be small. The ratio of the upper to the lower limit is (27ΔU/2ħω_p)^(1/6), so the range opens only slowly as the barrier grows. For the junction worked below the ratio is just 1.9, and the accuracy of the prefactor there is judged from the numerical comparison. So N = Mω_pε√(Mω_p/πħ).

Towards the exit we need

J = ∫_ε^q₀ dq/[q√(1−q/q₀)].

With s = √(1−q/q₀) this is ∫2ds/(1−s²) from 0 to s_ε, or ln[(1+s_ε)/(1−s_ε)]. For small ε, s_ε ≈ 1−ε/(2q₀), so εe^J → 4q₀ and the arbitrary ε disappears.

Close to the exit the potential is linear and the outgoing solution is Bi(z) + iAi(z), with z > 0 under the barrier. There Bi dominates, with amplitude π^(−1/2)z^(−1/4) times a real exponential. Outside, the combination is an outgoing wave of amplitude π^(−1/2)|z|^(−1/4). The coefficient is the same on both sides, so the outgoing flux is p|ψ|²/M with the under-barrier expression continued to q₀. To leading order,

Γ_q = (N/M)e^J e^(−B/ħ)
 = 4q₀ω_p√(Mω_p/πħ) e^(−B/ħ).

Substituting q₀² = 27ΔU/(2Mω_p²) gives

Γ_q = (ω_p/2π)√(864πΔU/ħω_p) exp[−7.2ΔU/(ħω_p)].

The zero-point energy has thus been counted: it produces the large prefactor. Lowering the barrier by ħω_p/2 in the exponent as well would count it twice.

**The crossover temperature**

At temperature T the particle may first be excited to energy E and then tunnel. The Boltzmann factor and the tunnelling factor combine into exp[−F(E)], where

F(E) = E/kT + S(E)/ħ,
S(E) = 2∫√(2M(V−E)) dq,

and the integral runs between the turning points q₂ < q₃ of the barrier. The dominant path minimizes F over 0 ≤ E ≤ ΔU. Above the top there is no tunnelling cost left, and F only grows with E.

When S is differentiated, the moving endpoints contribute nothing because the integrand vanishes there. Thus

−dS/dE = 2∫ dq √(M/[2(V−E)]) = τ(E),
dF/dE = 1/kT − τ(E)/ħ.

Here τ is the period of a classical oscillation in the inverted potential −V. At the top it tends to 2π/ω_p, because the top has the same curvature magnitude as the well. What matters is how τ changes below the top.

Let q₁ be the third root of V = E. Then

V−E = (Mω_p²/2q₀)(q−q₁)(q−q₂)(q₃−q).

Define D = q₃−q₁ and m = (q₃−q₂)/D. The substitution q = q₃ − (q₃−q₂)sin²θ gives

τ = (4/ω_p)√(q₀/D) K(m),
K(m) = ∫₀^(π/2) dθ/√(1−m sin²θ).

The cubic equation fixes the sum of the roots at q₀ and the sum of their pairwise products at zero. Their squared differences therefore add up to 2q₀². These differences are D, mD and (1−m)D, so D²(1−m+m²) = q₀² and

τ = (4/ω_p)K(m)(1−m+m²)^(1/4).

At the top m = 0; at the bottom m = 1. In between, q₃−q₂ = mD = q₀/√(1−1/m+1/m²) increases with m, and the gap q₃−q₂ widens as E falls. Hence m rises steadily as E falls.

It remains to show that τ rises with m. Its logarithmic derivative is

K′/K − (1−2m)/[4(1−m+m²)].

Write K = (π/2)Σcₙmⁿ, with cₙ₊₁/cₙ = [(2n+1)/(2n+2)]². The coefficient of mⁿ in K′−K/4 is then (π/2)(cₙ/4)[(2n+1)²/(n+1) − 1], which is zero for n = 0 and positive for n ≥ 1. So K′/K > 1/4 for 0 < m < 1. The subtracted term is at most 1/4, because (1−m+m²) − (1−2m) = m+m² ≥ 0. The derivative is positive: τ grows from 2π/ω_p at the top to infinity at the bottom.

If ħ/kT ≤ 2π/ω_p, then dF/dE is negative throughout the interior and the best path goes over the top. If ħ/kT is larger, dF/dE is positive just below the top and negative near the bottom, with a single zero between them. The best path then tunnels. The boundary is

**T_cr = ħω_p/(2πk).**

Above it the exponent is ΔU/kT. The prefactor derived next uses classical statistics for both the velocity and the well population, so it requires kT ≫ ħω_p = 2πkT_cr and is not reliable just above T_cr. It also requires kT ≪ ΔU, so that escape is rare and the population sits in the harmonic part of the well; both conditions can hold together only for a high barrier. In that limit the rate follows from the one-way flux over the top. The mean one-way speed factor is √(kT/2πM). The probability density at the top is e^(−ΔU/kT)/√(2πkT/Mω_p²), if the well is treated as harmonic. Their product is

Γ_th = (ω_p/2π)e^(−ΔU/kT).

**Comparison of the estimate with the derivation**

The parabola gave the right T_cr because the crossover is decided by the curvature at the top. It gave too small a zero-temperature exponent because the period lengthens lower down. Indeed B = ∫₀^ΔU τ dE, which must exceed (2π/ω_p)ΔU.

For the true cubic, equating the two limiting exponents would give ħω_p/(7.2k), which is below T_cr. That comparison omits the paths of intermediate energy. Numerical minimization of F gives:

- At 0.95 T_cr the best energy is 0.69ΔU and F = 6.56ΔU/(ħω_p).
- At 0.90 T_cr they are 0.46ΔU and 6.77ΔU/(ħω_p).
- At 0.50 T_cr the coefficient is 7.20.

The exponent thus joins 2π to 7.2 continuously. At low temperature the optimum falls below the ground level, where the continuous-energy picture no longer resolves individual states; the ground-state rate Γ_q is then the appropriate description.

**A worked junction**

Take the round model values Ic = 10 µA, C = 5 pF and i = 0.985. Then a = √0.03 = 0.1732, E_J/k = 238.4 K and ω₀/2π = 12.41 GHz. The formulas give

ω_p/2π = 12.41 × √0.1732 = 5.16 GHz,
ΔU/k = (2/3) × 238.4 × 0.1732³ = 0.826 K,
ΔU/(ħω_p) = 3.33,
B/ħ = 7.2 × 3.33 = 24.0.

The square-root prefactor is 95.1, so

Γ_q = 5.16×10⁹ × 95.1 × e^(−23.99) ≈ 19 s⁻¹.

The crossover temperature is

**T_cr = 39.4 mK = 0.0394 K.**

The full cosine gives 39.4 mK as well and an exponent of 24.05 instead of 23.99. That difference of 0.06 changes the exponential factor by about 6%, a reminder that small errors in an exponent matter.

A separate calculation of the decaying state in the cubic potential, by complex scaling, gives 17.5 s⁻¹. The semiclassical result is about 7% above it. The ratio of the computed to the semiclassical rate rises from 0.89 at ΔU/(ħω_p) = 2 to 0.93 at 3, as expected if the leading formula improves for higher barriers. The numerical check tests this trend, the exponent and the crossover.

At T_cr the classical formula gives 4.2 s⁻¹, less than Γ_q, although its exponent, 20.9, is smaller. The reason is the quantum prefactor of 95.1. The limiting rates, prefactors included, are equal at 42.5 mK; the limiting exponents are equal at 34.4 mK. The three temperatures answer different questions, and T_cr is the one at which the dominant path leaves the barrier top. Near it, neither limiting rate gives even the order of magnitude, because excited levels in the well decay far faster than the ground state. Averaging the decay rates of the levels of the cubic well with Boltzmann weights gives about 2×10² s⁻¹ at T_cr and about 5×10² s⁻¹ at 42.5 mK, more than ten times Γ_q.

Bias control matters far more for the rate than for T_cr. From i = 0.980 to 0.990, Γ_q grows from 7×10⁻⁴ to 1.8×10⁵ s⁻¹, while T_cr drops from 42.4 to 35.6 mK. These rates come from the leading formula for the cubic; the decay rates in the full cosine are 12–15% lower, namely 6.3×10⁻⁴, 16.5 and 1.6×10⁵ s⁻¹ at i = 0.980, 0.985 and 0.990. This follows from ΔU/(ħω_p) ∝ (1−i)^(5/4) and T_cr ∝ (1−i)^(1/4).

The same scaling shows where the treatment ends. Close to Ic the barrier shrinks towards ħω_p and the semiclassical formula loses accuracy. Once it falls to about the zero-point energy ħω_p/2, the state survives only a few oscillation periods and a tunnelling exponent loses its meaning. Far below Ic the cubic form fails instead: its B is too small by about 2% at i = 0.9 and about 10% at i = 0.5, errors that sit in a large exponent. The fault lies mainly in the cubic ω_p and ΔU; with their exact values the coefficient is still 7.25 at i = 0.5. Friction limits the treatment from both sides. For a shunt resistance R, with Q = ω_pRC, ohmic damping raises B by the fraction 0.87/Q to first order (a result not derived here), so Γ_q needs Q ≫ 0.87B/ħ, about 21 for the worked junction; R = 200 Ω gives Q = 32 and roughly halves the rate. The thermal formula assumes that the barrier top stays populated, which needs the energy lost in one round trip, about 7.2ΔU/Q, to be well above kT; otherwise the classical rate falls below Γ_th. At T_cr this means Q ≪ 150, so the worked junction leaves little room for both conditions. With strong damping neither coefficient, 7.2 or 2π, should be used without a new derivation.

Computed values

```
critical current Ic = 10.0 uA
capacitance C = 5.0 pF
bias I/Ic = 0.985
Josephson energy EJ/k = 238.37 K
zero-bias plasma frequency w0/2pi = 12.407 GHz
plasma frequency at bias w/2pi = 5.164 GHz
barrier dU/k = 0.8257 K
barrier ratio dU/(hbar w) = 3.332
quantum exponent, cubic = 23.99
quantum exponent, full cosine = 24.05
prefactor sqrt(864 pi dU/(hbar w)) = 95.1
semiclassical quantum rate = 18.7 1/s
cubic resonance rate, complex scaling = 17.5 1/s
crossover temperature T_cr, cubic = 39.44 mK
crossover temperature T_cr = 0.03944 K
crossover temperature, full cosine = 39.37 mK
equal limiting exponents at T = 34.42 mK
equal limiting rates at T = 42.48 mK
thermal exponent at T_cr = 20.94
classical thermal rate at T_cr = 4.17 1/s
classical flux integral / thermal formula = 0.9930
bounce tail amplitude / q0 = 3.9998
full cosine I/Ic=0.985: B w/dU = 7.2000, dU/cubic = 1.00075
full cosine I/Ic=0.999: B w/dU = 7.2000, dU/cubic = 1.00005
dU/(hbar w)=2.0: resonance/semiclassical rate = 0.8921
dU/(hbar w)=2.5: resonance/semiclassical rate = 0.9158
dU/(hbar w)=3.0: resonance/semiclassical rate = 0.9308
rate ratio extrapolated to high barrier = 1.0084
exponent slope from resonance widths = 7.157
T/T_cr=0.95: best E/dU = 0.688, exponent/(dU/(hbar w)) = 6.559
T/T_cr=0.90: best E/dU = 0.458, exponent/(dU/(hbar w)) = 6.766
T/T_cr=0.70: best E/dU = 0.058, exponent/(dU/(hbar w)) = 7.144
T/T_cr=0.50: best E/dU = 0.003, exponent/(dU/(hbar w)) = 7.199
I/Ic=0.980: dU/(hbar w) = 4.774, quantum rate = 0.000745 1/s, T_cr = 42.38 mK
I/Ic=0.985: dU/(hbar w) = 3.332, quantum rate = 18.7 1/s, T_cr = 39.44 mK
I/Ic=0.990: dU/(hbar w) = 2.007, quantum rate = 1.82e+05 1/s, T_cr = 35.64 mK
```
